**Ward identity for photon emission from a charged resonance: running width against constant complex mass**

For 1+2 → R → 3+4+γ with p = p₁+p₂, q = p−k, resonance charge Q, mass M, width Γ, η = Γ/M and inverse propagator equal to the tree form plus Π, the tree photon vertex gives k·A = −Q D(p)[Π(p)−Π(q)]D(q), which vanishes for a constant μ² = M²−iMΓ used everywhere. The program builds the amplitude A from explicit momenta (spin 0) and Dirac spinors (spin 1, unitary gauge, arbitrary moment parameter κ) at random points and charges, and asserts this formula, its zero for constant μ², its nonzero value for running widths, and the closed form of the violation when a real M² is kept in the numerator of the vector propagator. It asserts that the scalar triangle vertex Λ, integrated on a deformed contour, obeys k·Λ = Π(p²)−Π(q²) against the closed-form bubble and restores the identity, also for the absorptive parts alone. It further asserts that a linear width isη with the vertex multiplied by 1+iη equals the constant-mass amplitude with μ̄² = M²/(1+iη) divided by 1+iη, and that polarisation sums from explicit vectors orthogonal to k and a reference vector n follow the derived formula. For M = 100 GeV, Γ = 4 GeV, √p² = 104 GeV and √q² = 98 GeV the output shows |k·A/k·A_R| = 0.04 for the linear width, where A_R is the diagram with emission from R, and rounding-level values for constant μ². The polarisation sums spread by 6.6% (spin 0) and 6.9% (spin 1) over four choices for the linear width and by 0.19% for the real-mass numerator, relative to the n = p value. The pole of the linear-width propagator lies at 99.92 GeV with width 3.997 GeV.

## Verification by program

```python
# Ward identity for 1+2 -> R -> 3+4+photon, R a charged resonance (hbar=c=1, GeV).
# p=p1+p2, q=p-k=p3+p4, A^mu = amplitude without e and couplings, Q = charge of R,
# M, G = mass, width, eta=G/M, mu2=M^2-iMG, inverse propagator = tree + Pi.
# Under test: with the tree vertex k.A = -Q D(p)[Pi(p)-Pi(q)]D(q) (spin 0 and spin 1);
# zero for constant mu2 used everywhere; nonzero for a running width or for real M^2 in
# the spin-1 numerator; the loop vertex Lambda = a p + b q obeys k.Lambda = Pi(p2)-Pi(q2);
# polarisation sums depend on the reference vector n when k.A is nonzero.
import numpy as np
import mpmath as mp
from scipy import constants as sc

g = np.diag([1., -1., -1., -1.])
dot = lambda a, b: a @ g @ b
nrm = np.linalg.norm
M, G = 100.0, 4.0
eta = G / M
mu2 = M * M - 1j * M * G
mubar2 = M * M / (1 + 1j * eta)
ms = (10.0, 5.0, 30.0, 20.0)
mc, md = ms[2], ms[3]

def two_body(P, ma, mb, c, phi):
    m = np.sqrt(dot(P, P))
    Ea = (m * m + ma * ma - mb * mb) / (2 * m)
    v = np.sqrt(Ea * Ea - ma * ma) * np.array([np.sqrt(1 - c * c) * np.cos(phi), np.sqrt(1 - c * c) * np.sin(phi), c])
    E = (Ea * P[0] + v @ P[1:]) / m
    pa = np.concatenate(([E], v + P[1:] * (Ea + E) / (P[0] + m)))
    return pa, P - pa

def kin(rs, rq, m, ang):
    p = np.array([rs, 0, 0, 0.])
    p1, p2 = two_body(p, m[0], m[1], 1.0, 0.0)
    k, q = two_body(p, 0.0, rq, ang[0], ang[1])
    p3, p4 = two_body(q, m[2], m[3], ang[2], ang[3])
    return p1, p2, p3, p4, k, p, q

def scalar_amp(K, Q, m, Dinv, vert=lambda p, q: p + q):
    p1, p2, p3, p4, k, p, q = K
    Dp, Dq = 1 / Dinv(dot(p, p)), 1 / Dinv(dot(q, q))
    mid = (Q[0] + Q[1]) * Dp * Dq * vert(p, q)
    A = mid.astype(complex)
    for r, c, mm in ((p1, Q[0], m[0]), (p2, Q[1], m[1])):
        A = A + c * (2 * r - k) / (dot(r - k, r - k) - mm * mm) * Dq
    for r, c, mm in ((p3, Q[2], m[2]), (p4, Q[3], m[3])):
        A = A + c * (2 * r + k) / (dot(r + k, r + k) - mm * mm) * Dp
    return A, mid

# loop of charged c and neutral d
lam = lambda s: np.sqrt((s - (mc + md) ** 2) * (s - (mc - md) ** 2))
g2 = M * G * 16 * np.pi * M * M / lam(M * M)
cl = g2 / (16 * np.pi ** 2)
def bubble_closed(s):
    r = np.sort(np.roots([s, md * md - mc * mc - s, mc * mc]).real)
    return cl * (-(np.log(s) + np.sum((1 - r) * np.log(1 - r) + r * np.log(r) - 1)) + 1j * np.pi * (r[1] - r[0]))
xz, wz = np.polynomial.legendre.leggauss(300); xz, wz = (xz + 1) / 2, wz / 2
xt, wt = np.polynomial.legendre.leggauss(60); xt, wt = (xt + 1) / 2, wt / 2
def contour(s):
    d1 = md * md - mc * mc - (1 - 2 * xz) * s
    w = xz - 1j * xz * (1 - xz) * d1 / s
    jac = 1 - 1j * ((1 - 2 * xz) * d1 / s + 2 * xz * (1 - xz))
    return w, jac * wz, w * md * md + (1 - w) * mc * mc - w * (1 - w) * s
def bubble_contour(s):
    w, j, D = contour(s)
    return -cl * np.sum(j * (np.log(1j * D) - 0.5j * np.pi))
def triangle(sp, sq):
    a = b = 0
    for t, u in zip(xt, wt):
        w, j, D = contour(t * sp + (1 - t) * sq)
        a += u * np.sum(j * (1 - w) * (1 - 2 * (1 - w) * t) / D)
        b += u * np.sum(j * (1 - w) * (1 - 2 * (1 - w) * (1 - t)) / D)
    return cl * a, cl * b
Pi_loop = lambda s: bubble_closed(s) - bubble_closed(M * M).real
Pis = {"const": lambda s: 1j * M * G, "linear": lambda s: 1j * s * eta, "sqrt": lambda s: 1j * np.sqrt(s) * G,
       "phase": lambda s: 1j * g2 * lam(s) / (16 * np.pi * s), "loop": Pi_loop}
inv = lambda Pi: (lambda s: s - M * M + Pi(s))

# Dirac algebra and spin-1 amplitude (all 16 spin states)
I2, Z = np.eye(2), np.zeros((2, 2))
sig = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
gam = np.array([np.block([[I2, Z], [Z, -I2]])] + [np.block([[Z, s], [-s, Z]]) for s in sig], dtype=complex)
PL = (np.eye(4) - 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]) / 2
GL = gam @ PL
sl = lambda p: np.einsum('a,aij->ij', g @ p, gam)
S = lambda p, m: (sl(p) + m * np.eye(4)) / (dot(p, p) - m * m)
us = lambda p, m: [(sl(p) + m * np.eye(4))[:, i] / np.sqrt(p[0] + m) for i in (0, 1)]
vs = lambda p, m: [(-sl(p) + m * np.eye(4))[:, i] / np.sqrt(p[0] + m) for i in (2, 3)]
bar = lambda u: u.conj() @ gam[0]
def line(Ls, Rs, QL, SL, QR, SR):
    J = np.array([[l @ GL[a] @ r for a in range(4)] for l in Ls for r in Rs])
    R = np.array([[[QL * l @ gam[m] @ SL @ GL[a] @ r + QR * l @ GL[a] @ SR @ gam[m] @ r
                    for a in range(4)] for m in range(4)] for l in Ls for r in Rs])
    return J, R
def vertex(p, q, kap):
    k = p - q
    return (-np.einsum('m,ab->mab', p + q, g) + np.einsum('ma,b->mab', g, p + kap * k)
            + np.einsum('mb,a->mab', g, q - kap * k))
prop = lambda num, den: (lambda p: (-g + np.outer(g @ p, g @ p) / num) / den(dot(p, p)))
cprop = lambda x: prop(x, lambda s: s - x)
den_run = inv(Pis["linear"])
D_const, D_run, D_mix = cprop(mu2), prop(mubar2, den_run), prop(M * M, lambda s: s - mu2)
def vector_amp(K, Q, m, D, kap=1.0, f=1.0):
    p1, p2, p3, p4, k, p, q = K
    Ji, Ri = line([bar(v) for v in vs(p2, m[1])], us(p1, m[0]), Q[1], S(k - p2, m[1]), Q[0], S(p1 - k, m[0]))
    Jo, Ro = line([bar(u) for u in us(p3, m[2])], vs(p4, m[3]), Q[2], S(p3 + k, m[2]), Q[3], S(-p4 - k, m[3]))
    L, R = Ji @ D(p), Jo @ D(q)
    mid = f * (Q[0] - Q[1]) * np.einsum('ia,mab,jb->ijm', L, vertex(p, q, kap), R)
    A = mid + np.einsum('ima,ab,jb->ijm', Ri, D(q), Jo) + np.einsum('ia,ab,jmb->ijm', Ji, D(p), Ro)
    return A, mid, Ji, Jo

def pol_sum(A, k, n):
    Gm = np.array([[dot(k, k), dot(k, n)], [dot(k, n), dot(n, n)]])
    c = []
    for v in np.eye(4)[1:]:
        x = np.linalg.solve(Gm, [dot(k, v), dot(n, v)])
        c.append(v - x[0] * k - x[1] * n)
    c.sort(key=lambda v: dot(v, v))
    e1 = c[0] / np.sqrt(-dot(c[0], c[0]))
    w = min((v + dot(v, e1) * e1 for v in c[1:]), key=lambda v: dot(v, v))
    e2 = w / np.sqrt(-dot(w, w))
    assert abs(dot(e1, e2)) < 1e-9 and abs(dot(e2, k)) < 1e-8 and abs(dot(e2, n)) < 1e-8
    return sum(np.sum(abs(A @ g @ e) ** 2) for e in (e1, e2))
cov_sum = lambda A: -np.sum((A @ g * A.conj()).real)

rng = np.random.default_rng(1)
for it in range(12):
    rs = rng.uniform(70, 180); rq = rng.uniform(60, rs - 2)
    ang = (rng.uniform(-.9, .9), rng.uniform(0, 6.28), rng.uniform(-.9, .9), rng.uniform(0, 6.28))
    sp, sq = rs * rs, rq * rq
    K = kin(rs, rq, ms, ang); k, p, q = K[4:]
    a, b, c = rng.uniform(0.3, 1.5, 3); Q = (a, b, c, a + b - c)
    for name, Pi in Pis.items():
        A, mid = scalar_amp(K, Q, ms, inv(Pi))
        pred = -(a + b) * (Pi(sp) - Pi(sq)) / (inv(Pi)(sp) * inv(Pi)(sq))
        assert abs(dot(A, k) - pred) < 1e-10 * abs(dot(mid, k))
        if name != "const":
            assert abs(dot(A, k)) > 1e-5 * abs(dot(mid, k))
    A, _ = scalar_amp(K, Q, ms, den_run, lambda p, q: (1 + 1j * eta) * (p + q))
    B, _ = scalar_amp(K, Q, ms, lambda s: s - mubar2)
    assert nrm(A - B / (1 + 1j * eta)) < 1e-11 * nrm(B)
    # loop: bubble two ways, width from phase space, triangle restores the identity
    assert abs(bubble_contour(sp) - bubble_closed(sp)) < 1e-9 * cl
    pc = nrm(two_body(p, mc, md, 0.3, 0.2)[0][1:])
    assert abs(bubble_contour(sp).imag - rs * g2 * pc / (8 * np.pi * sp)) < 1e-9 * cl
    ta, tb = triangle(sp, sq)
    assert abs(dot(ta * p + tb * q, k) - (Pi_loop(sp) - Pi_loop(sq))) < 1e-8 * cl
    A, mid = scalar_amp(K, Q, ms, inv(Pi_loop), lambda p, q: p + q + ta * p + tb * q)
    assert abs(dot(A, k)) < 1e-8 * abs(dot(mid, k))
    A, mid = scalar_amp(K, Q, ms, inv(Pis["phase"]), lambda p, q: p + q + 1j * (ta.imag * p + tb.imag * q))
    assert abs(dot(A, k)) < 1e-8 * abs(dot(mid, k))
    # spin 1
    kap = rng.uniform(-2, 2); QV = a + b; Qf = (a, -b, c, c - QV)
    dK = np.linalg.inv(D_const(p)) - np.linalg.inv(D_const(q))
    assert nrm(np.einsum('m,mab->ab', g @ k, vertex(p, q, kap)) - dK) < 1e-9 * nrm(dK)
    for m in (ms, (0., 0., 0., 0.), (0., 0., 30., 20.), (10., 5., 0., 0.)):
        K = kin(rs, rq, m, ang); k, p, q = K[4:]
        A, mid, Ji, Jo = vector_amp(K, Qf, m, D_const, kap)
        sc0 = nrm(mid @ g @ k)
        assert nrm(A @ g @ k) < 1e-9 * sc0
        A = vector_amp(K, Qf, m, D_mix, kap)[0]
        pred = 1j * eta * QV * (np.outer(Ji @ g @ p, Jo @ g @ k) + np.outer(Ji @ g @ k, Jo @ g @ q)) / ((sp - mu2) * (sq - mu2))
        assert nrm(A @ g @ k - pred) < 1e-9 * sc0
        assert (nrm(A @ g @ k) > 1e-6 * sc0) if sum(m) > 0 else (nrm(A @ g @ k) < 1e-9 * sc0)
        A = vector_amp(K, Qf, m, D_run, kap)[0]
        PiT = lambda r: 1j * eta * (-dot(r, r) * g + np.outer(r, r))
        pred = -QV * Ji @ D_run(p) @ (PiT(p) - PiT(q)) @ D_run(q) @ Jo.T
        assert nrm(A @ g @ k - pred) < 1e-9 * sc0 and nrm(A @ g @ k) > 1e-3 * sc0
        if sum(m) == 0:
            assert nrm(A @ g @ k - 1j * eta * QV * (sp - sq) * (Ji @ g @ Jo.T) / (den_run(sp) * den_run(sq))) < 1e-9 * sc0
        A = vector_amp(K, Qf, m, D_run, kap, 1 + 1j * eta)[0]
        B = vector_amp(K, Qf, m, cprop(mubar2), kap)[0]
        assert nrm(A @ g @ k) < 1e-9 * sc0 and nrm(A - B / (1 + 1j * eta)) < 1e-10 * nrm(B)
assert abs(bubble_contour(1600.0).imag) < 1e-9 * cl
pole = complex(mp.findroot(lambda s: s - M * M + 1j * s * eta, mp.mpc(9000, -100)))
Mb = np.sqrt(pole.real); Gb = -pole.imag / Mb
assert abs(Mb - M / np.sqrt(1 + eta ** 2)) < 1e-9 and abs(Gb - G / np.sqrt(1 + eta ** 2)) < 1e-9

# worked example
cf = lambda z: f"{z.real:.6g} {z.imag:+.6g}i"
rs, rq, ang = 104.0, 98.0, (0.5, 0.0, 0.2, 1.0)
sp, sq = rs * rs, rq * rq
K = kin(rs, rq, ms, ang); p1, p2, p3, p4, k, p, q = K
Qs, Qf = (1, 0, 1, 0), (2 / 3, -1 / 3, 0, -1)
print(f"M = {M} GeV, Gamma = {G} GeV, eta = {eta:.4g}, mu^2 = {cf(mu2)} GeV^2")
print(f"lifetime hbar/Gamma = {sc.hbar / (G * 1e9 * sc.e):.4e} s")
print(f"masses m1..m4 = {ms} GeV; sqrt(p2) = {rs}, sqrt(q2) = {rq} GeV")
print(f"cos,phi photon = {ang[:2]}; cos,phi of 3 in q frame = {ang[2:]} (phi in rad)")
print(f"p2 = {sp:.6g}, q2 = {sq:.6g}, p2-q2 = {sp - sq:.6g} GeV^2; photon energy = {k[0]:.6g} GeV")
for n, v in (("p1", p1), ("p2", p2), ("p3", p3), ("p4", p4), ("k", k)):
    print(f"four-momentum {n} =", np.round(v, 5), "GeV")
print(f"k.p1 = {dot(k, p1):.6g}, k.p3 = {dot(k, p3):.6g}, k.p = {dot(k, p):.6g} GeV^2")
def sums(label, A, unit, invariant):
    v = []
    for n in (p, p1, p3):
        x = pol_sum(A, k, n); kA, nA = A @ g @ k, A @ g @ n
        pred = cov_sum(A) + np.sum(2 * (kA * np.conj(nA)).real / dot(k, n) - dot(n, n) * abs(kA) ** 2 / dot(k, n) ** 2)
        assert abs(x - pred) < 1e-9 * x
        v.append(x)
    v.append(cov_sum(A)); spread = (max(v) - min(v)) / v[0]
    assert (spread < 1e-9) if invariant else (spread > 1e-5)
    print(f"{label} pol sums n=p,p1,p3,-g: " + " ".join(f"{x:.6e}" for x in v) + f" {unit}")
    print(f"{label} relative spread = {spread:.3e}")
for name in ("const", "linear", "phase", "loop"):
    Pi = Pis[name]; A, mid = scalar_amp(K, Qs, ms, inv(Pi))
    print(f"scalar {name}: Pi(p2) = {cf(Pi(sp))}, Pi(q2) = {cf(Pi(sq))} GeV^2")
    print(f"scalar {name}: D(p2) = {cf(1 / inv(Pi)(sp))}, D(q2) = {cf(1 / inv(Pi)(sq))} GeV^-2")
    print(f"scalar {name}: k.A = {cf(dot(A, k))}, k.A_R = {cf(dot(mid, k))} GeV^-2, |ratio| = {abs(dot(A, k) / dot(mid, k)):.4e}")
    if name in ("const", "linear"):
        sums("scalar " + name, A, "GeV^-6", name == "const")
ta, tb = triangle(sp, sq)
print(f"loop coupling g = {np.sqrt(g2):.6g} GeV; triangle a = {cf(ta)}, b = {cf(tb)}")
print(f"k.Lambda = {cf(dot(ta * p + tb * q, k))}, Pi(p2)-Pi(q2) = {cf(Pi_loop(sp) - Pi_loop(sq))} GeV^2")
A, mid = scalar_amp(K, Qs, ms, inv(Pi_loop), lambda p, q: p + q + ta * p + tb * q)
print(f"scalar loop width + loop vertex: |k.A/k.A_R| = {abs(dot(A, k) / dot(mid, k)):.1e}")
print(f"loop |Im Pi| at sqrt(s)=40 GeV = {abs(bubble_contour(1600.0).imag):.1e}, M*Gamma = {M * G:.6g} GeV^2")
print(f"pole of linear width: mubar^2 = {cf(pole)} GeV^2, Mbar = {Mb:.6g}, Gammabar = {Gb:.6g} GeV")
print("spin 1: field charges", np.round(Qf, 4), "kappa = 1, norms over 16 spin states")
for name, D, f in (("const", D_const, 1), ("running", D_run, 1), ("real-M numerator", D_mix, 1),
                   ("running+(1+i eta)", D_run, 1 + 1j * eta)):
    A, mid, _, _ = vector_amp(K, Qf, ms, D, 1.0, f)
    print(f"vector {name}: |k.A| = {nrm(A @ g @ k):.5e}, |k.A_R| = {nrm(mid @ g @ k):.5e}, ratio = {nrm(A @ g @ k) / nrm(mid @ g @ k):.4e}")
    sums("vector " + name, A, "GeV^-2", name in ("const", "running+(1+i eta)"))
m0 = (0., 0., 0., 0.); K0 = kin(rs, rq, m0, ang)
for name, D in (("running", D_run), ("real-M numerator", D_mix)):
    A, mid, _, _ = vector_amp(K0, Qf, m0, D)
    print(f"vector massless fermions, {name}: ratio = {nrm(A @ g @ K0[4]) / nrm(mid @ g @ K0[4]):.4e}")
print("done: every assertion held")
```

Output:

```
M = 100.0 GeV, Gamma = 4.0 GeV, eta = 0.04, mu^2 = 10000 -400i GeV^2
lifetime hbar/Gamma = 1.6455e-25 s
masses m1..m4 = (10.0, 5.0, 30.0, 20.0) GeV; sqrt(p2) = 104.0, sqrt(q2) = 98.0 GeV
cos,phi photon = (0.5, 0.0); cos,phi of 3 in q frame = (0.2, 1.0) (phi in rad)
p2 = 10816, q2 = 9604, p2-q2 = 1212 GeV^2; photon energy = 5.82692 GeV
four-momentum p1 = [52.36058  0.       0.      51.39679] GeV
four-momentum p2 = [ 51.63942   0.        0.      -51.39679] GeV
four-momentum p3 = [50.25001 19.57458 34.56395  6.87263] GeV
four-momentum p4 = [ 47.92306 -24.62084 -34.56395  -9.78609] GeV
four-momentum k = [5.82692 5.04626 0.      2.91346] GeV
k.p1 = 155.358, k.p3 = 174.001, k.p = 606 GeV^2
scalar const: Pi(p2) = 0 +400i, Pi(q2) = 0 +400i GeV^2
scalar const: D(p2) = 0.000988066 -0.000484346i, D(q2) = -0.00124994 -0.00126256i GeV^-2
scalar const: k.A = -9.18894e-19 -1.29228e-18i, k.A_R = -0.002238 -0.000778217i GeV^-2, |ratio| = 6.6922e-16
scalar const pol sums n=p,p1,p3,-g: 2.995855e-07 2.995855e-07 2.995855e-07 2.995855e-07 GeV^-6
scalar const relative spread = 1.060e-15
scalar linear: Pi(p2) = 0 +432.64i, Pi(q2) = 0 +384.16i GeV^2
scalar linear: D(p2) = 0.000956586 -0.000507178i, D(q2) = -0.00130094 -0.00126204i GeV^-2
scalar linear: k.A = -2.65402e-05 +9.13627e-05i, k.A_R = -0.00228407 -0.000663504i GeV^-2, |ratio| = 4.0000e-02
scalar linear pol sums n=p,p1,p3,-g: 3.088586e-07 2.954345e-07 3.159704e-07 3.078226e-07 GeV^-6
scalar linear relative spread = 6.649e-02
scalar phase: Pi(p2) = 0 +405.153i, Pi(q2) = 0 +397.159i GeV^2
scalar phase: D(p2) = 0.000983127 -0.000488133i, D(q2) = -0.00125894 -0.00126262i GeV^-2
scalar phase: k.A = -5.01038e-06 +1.48206e-05i, k.A_R = -0.00224707 -0.000759667i GeV^-2, |ratio| = 6.5955e-03
scalar loop: Pi(p2) = -15.816 +405.153i, Pi(q2) = 8.23947 +397.159i GeV^2
scalar loop: D(p2) = 0.000994706 -0.000503644i, D(q2) = -0.00125858 -0.00128909i GeV^-2
scalar loop: k.A = -5.09162e-05 -3.99817e-07i, k.A_R = -0.0023042 -0.000785842i GeV^-2, |ratio| = 2.0915e-02
loop coupling g = 152.753 GeV; triangle a = -0.0198465 +0.00742166i, b = -0.0198489 +0.00576933i
k.Lambda = -24.0554 +7.99374i, Pi(p2)-Pi(q2) = -24.0554 +7.99374i GeV^2
scalar loop width + loop vertex: |k.A/k.A_R| = 6.5e-16
loop |Im Pi| at sqrt(s)=40 GeV = 7.8e-12, M*Gamma = 400 GeV^2
pole of linear width: mubar^2 = 9984.03 -399.361i GeV^2, Mbar = 99.9201, Gammabar = 3.9968 GeV
spin 1: field charges [ 0.6667 -0.3333  0.     -1.    ] kappa = 1, norms over 16 spin states
vector const: |k.A| = 1.93497e-14, |k.A_R| = 2.82270e+01, ratio = 6.8550e-16
vector const pol sums n=p,p1,p3,-g: 1.206764e+01 1.206764e+01 1.206764e+01 1.206764e+01 GeV^-2
vector const relative spread = 5.888e-16
vector running: |k.A| = 1.13337e+00, |k.A_R| = 2.83344e+01, ratio = 4.0000e-02
vector running pol sums n=p,p1,p3,-g: 1.248190e+01 1.161580e+01 1.222094e+01 1.202111e+01 GeV^-2
vector running relative spread = 6.939e-02
vector real-M numerator: |k.A| = 1.56608e-01, |k.A_R| = 2.82112e+01, ratio = 5.5513e-03
vector real-M numerator pol sums n=p,p1,p3,-g: 1.207418e+01 1.206011e+01 1.208302e+01 1.207382e+01 GeV^-2
vector real-M numerator relative spread = 1.897e-03
vector running+(1+i eta): |k.A| = 2.35683e-14, |k.A_R| = 2.83570e+01, ratio = 8.3113e-16
vector running+(1+i eta) pol sums n=p,p1,p3,-g: 1.243345e+01 1.243345e+01 1.243345e+01 1.243345e+01 GeV^-2
vector running+(1+i eta) relative spread = 8.572e-16
vector massless fermions, running: ratio = 4.0000e-02
vector massless fermions, real-M numerator: ratio = 2.9812e-16
done: every assertion held
```
